# The gap of the four-site phosphorene model at Gamma: test program

```python
"""Four-site tight-binding model of phosphorene: gap at Gamma.

Result under test: with alpha = 2 t1 + 2 t3, beta = t2 + t5, gamma = 4 t4,
the half-filled gap is 2 (beta - max(|alpha|, |gamma|)) for alpha < 0 < beta,
t5 < 0 and both magnitudes below beta. It equals 2 (alpha + beta), free of t4,
when |gamma| < |alpha|. Sites A, B form the lower sublayer and C, D the upper.
x is the armchair direction and y the zigzag direction.
Energies are in eV and lengths in angstrom.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import minimize
from scipy.special import struve, y0

HBAR2_OVER_M = const.hbar**2 / const.m_e / const.e * 1e20      # eV angstrom^2
COULOMB = const.e / (4 * np.pi * const.epsilon_0) * 1e10       # eV angstrom
HARTREE = const.physical_constants["Hartree energy in eV"][0]

hops = np.array([-1.220, 3.665, -0.205, -0.105, -0.055])
chain_width, layer_step, height, b = 1.42, 0.79, 2.13, 3.30
a = 2 * (chain_width + layer_step)
sites = np.array([[0, 0, 0],
                  [chain_width, b / 2, 0],
                  [chain_width + layer_step, b / 2, height],
                  [2 * chain_width + layer_step, 0, height]])

# Real-space neighbour search; hoppings are assigned by distance shell.
raw_bonds = []
for i in range(4):
    for j in range(4):
        for m in range(-2, 3):
            for n in range(-2, 3):
                d = sites[j] + np.array([m * a, n * b, 0]) - sites[i]
                r = np.linalg.norm(d)
                if 0.1 < r < 4.3:
                    raw_bonds.append((i, j, d[0], d[1], r))
radii, shell_of = np.unique(np.round([q[4] for q in raw_bonds], 6),
                            return_inverse=True)
shell_of = np.ravel(shell_of)
assert len(radii) == 7
counts = np.array([[sum(1 for q, s in zip(raw_bonds, shell_of)
                        if q[0] == i and s == shell) for shell in range(7)]
                   for i in range(4)])
assert np.all(counts == counts[0])


def bloch(kx, ky, t, omitted=(0.0, 0.0), bias=0.0):
    """Bloch matrix; bias is the energy difference between sublayers."""
    kx, ky = np.broadcast_arrays(np.asarray(kx, float), np.asarray(ky, float))
    amplitude = [t[0], t[1], omitted[0], t[2], t[3], omitted[1], t[4]]
    matrix = np.zeros(kx.shape + (4, 4), complex)
    for (i, j, dx, dy, _), shell in zip(raw_bonds, shell_of):
        if amplitude[shell] != 0:
            matrix[..., i, j] += amplitude[shell] * np.exp(
                1j * (kx * dx + ky * dy))
    return matrix + np.diag([bias / 2, bias / 2, -bias / 2, -bias / 2])


def gamma_gap(t, **options):
    levels = np.linalg.eigvalsh(bloch(0, 0, t, **options))
    return levels[2] - levels[1]


def with_t4(value):
    changed = hops.copy()
    changed[3] = value
    return changed


t1, t2, t3, t4, t5 = hops
alpha, beta, gamma = 2 * t1 + 2 * t3, t2 + t5, 4 * t4

# Levels at Gamma and the action of t4 on the numerically found edge states.
levels, states = np.linalg.eigh(bloch(0, 0, hops))
formula_levels = sorted(s * alpha + r * beta + s * r * gamma
                        for s in (1, -1) for r in (1, -1))
assert np.allclose(levels, formula_levels, atol=1e-12)
gap = levels[2] - levels[1]
assert abs(gap - 2 * (alpha + beta)) < 1e-12
assert abs(gap - 1.52) < 1e-10
only_t4 = bloch(0, 0, np.array([0, 0, 0, t4, 0]))
edge_shifts = [np.vdot(states[:, n], only_t4 @ states[:, n]).real
               for n in (1, 2)]
assert np.allclose(edge_shifts, gamma, atol=1e-12)
assert abs(abs(np.vdot([.5, -.5, .5, -.5], states[:, 1])) - 1) < 1e-12
assert abs(abs(np.vdot([.5, .5, .5, .5], states[:, 2])) - 1) < 1e-12

# Whole-zone gap on both sides of the limiting t4.
grid = np.arange(48) / 48
zone_x, zone_y = np.meshgrid(2 * np.pi / a * grid, 2 * np.pi / b * grid)
t4_limit = abs(alpha) / 4
scan = []
for trial in (-0.80, -0.70, -0.105, 0.0, 0.70, 0.80):
    bands = np.linalg.eigvalsh(bloch(zone_x, zone_y, with_t4(trial)))
    whole_gap = bands[..., 2].min() - bands[..., 1].max()
    expected = 2 * (beta - max(abs(alpha), abs(4 * trial)))
    assert abs(whole_gap - expected) < 1e-9
    assert abs(whole_gap - gamma_gap(with_t4(trial))) < 1e-9
    scan.append((trial, whole_gap))


# Closed band formula against diagonalization at general wave vectors.
def closed_bands(qx, qy):
    f = (t2 + 2 * np.cos(qy) * (t1 * np.exp(1j * qx) + t3 * np.exp(-1j * qx))
         + t5 * np.exp(2j * qx))
    centre = gamma * np.cos(qx) * np.cos(qy)
    return [centre - abs(f), centre + abs(f)]


for kx, ky in ((0.13, 0.27), (0.41, -0.66), (-0.62, 0.88)):
    both = (closed_bands(kx * a / 2, ky * b / 2)
            + closed_bands(kx * a / 2 + np.pi, ky * b / 2))
    assert np.allclose(np.sort(both), np.linalg.eigvalsh(bloch(kx, ky, hops)),
                       atol=1e-11)

# Effective masses: finite differences against the expansion.
c1, c3 = 2 * t1, 2 * t3
pair_sum = (t2 * (c1 + c3) + c1 * t5 + 4 * c1 * c3
            + 4 * t2 * t5 + 9 * c3 * t5)
K = -pair_sum / (alpha + beta)
mass_formula = HBAR2_OVER_M / np.array(
    [a**2 / 4 * (K - gamma), b**2 / 4 * (-alpha - gamma),
     a**2 / 4 * (K + gamma), b**2 / 4 * (-alpha + gamma)])
dk = 1e-3
along_x = np.linalg.eigvalsh(bloch(dk, 0, hops)) - levels
along_y = np.linalg.eigvalsh(bloch(0, dk, hops)) - levels
curvature = 2 / dk**2 * np.array([along_x[2], along_y[2],
                                  -along_x[1], -along_y[1]])
masses = HBAR2_OVER_M / curvature
assert np.allclose(masses, mass_formula, rtol=2e-4)
no_t4_x = np.linalg.eigvalsh(bloch(dk, 0, with_t4(0)))
no_t4_y = np.linalg.eigvalsh(bloch(0, dk, with_t4(0)))
for shifted in (no_t4_x, no_t4_y):       # without t4 the bands mirror
    assert abs(shifted[1] + shifted[2]) < 1e-12
assert masses[2] > masses[0] and masses[3] > masses[1]


# A sublayer potential makes the gap depend on t4.
def biased_formula(t4_value, bias):
    g, u = 4 * t4_value, bias / 2
    return 2 * alpha + np.hypot(u, beta + g) + np.hypot(u, beta - g)


for trial in (-0.105, 0.0):
    assert abs(gamma_gap(with_t4(trial), bias=2.0)
               - biased_formula(trial, 2.0)) < 1e-11
bias_t4_effect = (gamma_gap(hops, bias=2.0)
                  - gamma_gap(with_t4(0), bias=2.0))
assert bias_t4_effect > 1e-3
field_MV_cm = 1.0
field_bias = field_MV_cm * 1e8 * 1e-10 * height
field_shift = gamma_gap(hops, bias=field_bias) - gap

# Sensitivity to hoppings and to the two omitted distance shells.
slopes = []
for n in range(5):
    changed = hops.copy()
    changed[n] += 0.01
    slopes.append((gamma_gap(changed) - gap) / 0.01)
assert np.allclose(slopes, [4, 2, 4, 0, 2], atol=1e-9)
omitted_near = gamma_gap(hops, omitted=(0.01, 0)) - gap
omitted_far = gamma_gap(hops, omitted=(0, 0.01)) - gap
assert abs(omitted_near) < 1e-12 and abs(omitted_far - 0.04) < 1e-10

# Intrinsic density: band sum against the parabolic estimate.
temperature = 300.0
kT = const.k * temperature / const.e
kx_line, ky_line = np.linspace(-.25, .25, 101), np.linspace(-.55, .55, 101)
near_x, near_y = np.meshgrid(kx_line, ky_line)
near = np.linalg.eigvalsh(bloch(near_x, near_y, hops))
cell = (kx_line[1] - kx_line[0]) * (ky_line[1] - ky_line[0])
electron_sum = 2 * cell / (4 * np.pi**2) * np.exp(
    -(near[..., 2] - levels[2]) / kT).sum()
hole_sum = 2 * cell / (4 * np.pi**2) * np.exp(
    (near[..., 1] - levels[1]) / kT).sum()
boltzmann = np.exp(-gap / (2 * kT))
density_sum = np.sqrt(electron_sum * hole_sum) * boltzmann * 1e16
density_mass = (np.prod(masses)**0.25 * kT / (np.pi * HBAR2_OVER_M)
                * boltzmann * 1e16)
# Nonparabolic bands alter the density by a few times kT/gap.
assert abs(density_sum / density_mass - 1) < 0.10

# Variational exciton: exp(-sqrt((x/Lx)^2 + (y/Ly)^2)), screened sheet.
nodes, weights = np.polynomial.legendre.leggauss(80)
theta = (nodes + 1) * np.pi / 4
theta_weight = weights * np.pi / 4
phi = np.arange(96) * 2 * np.pi / 96


def potential_energy(lx, ly, screening, kappa):
    g = np.hypot(lx * np.cos(phi), ly * np.sin(phi))[:, None]
    inner = (2 / g * np.cos(theta)**2 / (kappa * np.cos(theta)
             + 2 * screening / g * np.sin(theta))) @ theta_weight
    return -COULOMB * inner.mean()


def exciton(mu_x, mu_y, screening, kappa):
    def energy(logs):
        lx, ly = np.exp(logs)
        kinetic = HBAR2_OVER_M / 4 * (1 / (mu_x * lx**2) + 1 / (mu_y * ly**2))
        return kinetic + potential_energy(lx, ly, screening, kappa)
    best = minimize(energy, np.log([10.0, 6.0]), method="Nelder-Mead",
                    options={"xatol": 1e-7, "fatol": 1e-10, "maxiter": 1000})
    assert best.success
    return -best.fun, np.exp(best.x)


mu_x = 1 / (1 / masses[0] + 1 / masses[2])
mu_y = 1 / (1 / masses[1] + 1 / masses[3])
screening_length = 26.0
oxide_constant = 3.9
kappa_oxide = (1 + oxide_constant) / 2
hydrogen_binding, _ = exciton(0.1, 0.1, 0.0, 1.0)
assert abs(hydrogen_binding / (4 * 0.1 * HARTREE / 2) - 1) < 1e-6
# Real-space average of the same screened potential.
s_nodes, s_weights = np.polynomial.legendre.leggauss(240)
s = 10 * (s_nodes + 1)
distance = s[None, :] * np.hypot(12 * np.cos(phi), 6 * np.sin(phi))[:, None]
reduced = distance * kappa_oxide / screening_length
sheet = -np.pi * COULOMB / (2 * screening_length) * (
    struve(0, reduced) - y0(reduced))
real_average = (sheet * (4 * s * np.exp(-2 * s) * 10 * s_weights)
                ).sum(axis=1).mean()
assert abs(real_average / potential_energy(
    12.0, 6.0, screening_length, kappa_oxide) - 1) < 1e-4
binding_free, size_free = exciton(mu_x, mu_y, screening_length, 1.0)
binding_oxide, size_oxide = exciton(mu_x, mu_y, screening_length, kappa_oxide)
assert binding_free > binding_oxide > 0

for n, value in enumerate(hops, 1):
    print(f"hopping t{n} = {value:.3f} eV")
print(f"cell a (armchair), b (zigzag) = {a:.2f}, {b:.2f} angstrom")
print(f"chain width, layer step, height = {chain_width:.2f}, "
      f"{layer_step:.2f}, {height:.2f} angstrom")
for label, radius, count in zip(
        ("t1", "t2", "omitted near", "t3", "t4", "omitted far", "t5"),
        radii, counts[0]):
    print(f"shell {label}: {radius:.3f} angstrom, {count} neighbours")
print(f"alpha, beta, gamma = {alpha:.3f}, {beta:.3f}, {gamma:.3f} eV")
print("levels at Gamma =", ", ".join(f"{e:.3f}" for e in levels), "eV")
print(f"gap = {gap:.3f} eV = {gap / HARTREE:.5f} hartree")
print(f"t4 shift of valence, conduction edge = {edge_shifts[0]:.3f}, "
      f"{edge_shifts[1]:.3f} eV")
print(f"limit on |t4| for a t4-free gap = {t4_limit:.4f} eV")
print(f"|t4| at which the gap closes = {beta / 4:.4f} eV")
for trial, value in scan:
    print(f"whole-zone gap at t4 = {trial:.3f} eV: {value:.3f} eV")
print(f"pair sum S = {pair_sum:.4f} eV^2, K = {K:.4f} eV")
print(f"electron mass x, y = {masses[0]:.3f}, {masses[1]:.3f} m_e")
print(f"hole mass x, y = {masses[2]:.3f}, {masses[3]:.3f} m_e")
print("gap slopes for t1..t5 =", ", ".join(f"{abs(v):.0f}" for v in slopes),
      "eV/eV")
print(f"gap change for 1% of |t1|, |t2| = {slopes[0] * abs(t1) * .01:.4f}, "
      f"{slopes[1] * abs(t2) * .01:.4f} eV")
print(f"gap change, 0.01 eV on omitted near shell = "
      f"{abs(omitted_near):.3f} eV")
print(f"gap change, 0.01 eV on omitted far shell = {omitted_far:.3f} eV")
print(f"normal field = {field_MV_cm:.1f} MV/cm, bias = {field_bias:.4f} eV")
print(f"gap change in this field = {field_shift:.2e} eV")
print(f"t4 contribution to gap at 2 eV bias = {bias_t4_effect:.5f} eV")
print(f"temperature = {temperature:.0f} K, kT = {kT:.5f} eV")
print(f"intrinsic density, band sum = {density_sum:.2f} cm^-2")
print(f"intrinsic density, parabolic = {density_mass:.2f} cm^-2")
print(f"reduced mass x, y = {mu_x:.4f}, {mu_y:.4f} m_e")
print(f"rough screening length = {screening_length:.0f} angstrom")
print(f"oxide constant, mean surroundings = {oxide_constant:.1f}, "
      f"{kappa_oxide:.2f}")
for label, binding, size in (("free", binding_free, size_free),
                             ("oxide", binding_oxide, size_oxide)):
    print(f"exciton binding, {label} = {binding:.3f} eV")
    print(f"exciton lengths x, y, {label} = {size[0]:.1f}, "
          f"{size[1]:.1f} angstrom")
    print(f"gap minus binding, {label} = {gap - binding:.3f} eV")
print("all assertions hold")
```

It prints:

```
hopping t1 = -1.220 eV
hopping t2 = 3.665 eV
hopping t3 = -0.205 eV
hopping t4 = -0.105 eV
hopping t5 = -0.055 eV
cell a (armchair), b (zigzag) = 4.42, 3.30 angstrom
chain width, layer step, height = 1.42, 0.79, 2.13 angstrom
shell t1: 2.177 angstrom, 2 neighbours
shell t2: 2.272 angstrom, 1 neighbours
shell omitted near: 3.300 angstrom, 2 neighbours
shell t3: 3.424 angstrom, 2 neighbours
shell t4: 3.485 angstrom, 4 neighbours
shell omitted far: 4.006 angstrom, 2 neighbours
shell t5: 4.209 angstrom, 1 neighbours
alpha, beta, gamma = -2.850, 3.610, -0.420 eV
levels at Gamma = -6.040, -1.180, 0.340, 6.880 eV
gap = 1.520 eV = 0.05586 hartree
t4 shift of valence, conduction edge = -0.420, -0.420 eV
limit on |t4| for a t4-free gap = 0.7125 eV
|t4| at which the gap closes = 0.9025 eV
whole-zone gap at t4 = -0.800 eV: 0.820 eV
whole-zone gap at t4 = -0.700 eV: 1.520 eV
whole-zone gap at t4 = -0.105 eV: 1.520 eV
whole-zone gap at t4 = 0.000 eV: 1.520 eV
whole-zone gap at t4 = 0.700 eV: 1.520 eV
whole-zone gap at t4 = 0.800 eV: 0.820 eV
pair sum S = -6.9128 eV^2, K = 9.0958 eV
electron mass x, y = 0.164, 0.856 m_e
hole mass x, y = 0.180, 1.152 m_e
gap slopes for t1..t5 = 4, 2, 4, 0, 2 eV/eV
gap change for 1% of |t1|, |t2| = 0.0488, 0.0733 eV
gap change, 0.01 eV on omitted near shell = 0.000 eV
gap change, 0.01 eV on omitted far shell = 0.040 eV
normal field = 1.0 MV/cm, bias = 0.0213 eV
gap change in this field = 3.19e-05 eV
t4 contribution to gap at 2 eV bias = 0.00339 eV
temperature = 300 K, kT = 0.02585 eV
intrinsic density, band sum = 0.78 cm^-2
intrinsic density, parabolic = 0.76 cm^-2
reduced mass x, y = 0.0858, 0.4910 m_e
rough screening length = 26 angstrom
oxide constant, mean surroundings = 3.9, 2.45
exciton binding, free = 0.693 eV
exciton lengths x, y, free = 12.9, 7.0 angstrom
gap minus binding, free = 0.827 eV
exciton binding, oxide = 0.359 eV
exciton lengths x, y, oxide = 15.1, 8.1 angstrom
gap minus binding, oxide = 1.161 eV
all assertions hold
```
